Thermal Multiphonon Weights for Carrier Capture between Displaced Equal-Frequency Wells

**Form of the answer from dimensions and symmetry**

A free carrier is captured by a trap, and the electronic energy released goes into lattice vibration. Take one vibrational mode of angular frequency ω, with mass-weighted coordinate Q. Before capture the mode moves in a harmonic well centred at Q = 0. After capture it moves in a well of the same frequency centred at Q = ΔQ. Let W_p be the probability weight for the mode to gain p quanta net.

The weight is dimensionless and can depend on ħ, ω, ΔQ, kT and the integer p. Since Q² has the dimension of ħ/ω, the continuous inputs form two independent dimensionless groups, which can be chosen as

S = ωΔQ²/(2ħ),  n = 1/(exp(ħω/kT) − 1).  (1)

S is the Huang–Rhys factor and n the thermal mean quantum number. Also useful is q = exp(−ħω/kT) = n/(n+1). The initial level m has population P_m = (1−q)q^m.

Write |m⟩ for the levels of the initial well and |k̃⟩ for those of the final well. With a coupling independent of Q,

W_p = Σ_m P_m |⟨(m+p)~|m⟩|²,  (2)

where levels with a negative index are absent. Reflection about the midpoint Q = ΔQ/2 exchanges the two wells, and so turns |m⟩ into |m̃⟩ up to a sign. Hence |⟨m̃|m+p⟩|² = |⟨(m+p)~|m⟩|². For p > 0 the initial level of each term in W_(−p) can be called m+p, and P_(m+p) = q^p P_m, so

W_(−p) = q^p W_p.  (3)

It follows that q^(p/2) W_p is even in p. Symmetry therefore fixes the form

W_p = ((n+1)/n)^(p/2) × E_|p|(S, n),  (4)

with E_|p| still to be found. It will turn out to be a modified Bessel function times an exponential.

**What the weight means in a capture rate**

Let ΔE be the energy released between the lowest vibrational levels of the two wells. Conservation of energy requires ΔE = pħω. For a constant electronic matrix element V, the golden rule gives

Γ = (2π/ħ)|V|² Σ_p W_p δ(ΔE − pħω).  (5)

A single undamped mode gives isolated lines. In a solid they are broadened. If the broadening spreads each line over about one spacing ħω, the delta function is replaced by 1/(ħω) and Γ ≈ 2π|V|²W_p/(ħ²ω). This replacement is an assumption about the solid; (2) does not contain it. It also requires lines whose wings fall off quickly. Otherwise the wings of strong lines near the centre of the distribution add noticeably to the weak lines in its tail.

**Displaced states**

Let P be the momentum conjugate to Q, and define

a = √(ω/2ħ) Q + iP/√(2ħω),  [a, a†] = 1,  N = a†a.  (6)

Moving the centre of the well to ΔQ replaces a by b = a − g, where g = √(ω/2ħ) ΔQ = √S for ΔQ > 0. Define D(γ) = exp(γa† − γ*a), which is unitary with D†(γ) = D(−γ). For real s,

d/ds [D†(sγ) a D(sγ)] = D†(sγ)[a, γa† − γ*a]D(sγ) = γ.

Integration from s = 0 to 1 gives D†(γ)aD(γ) = a + γ, and replacing γ by −γ gives D(γ)aD†(γ) = a − γ. Thus b = D(g)aD†(g), and the final levels are |k̃⟩ = D(g)|k⟩.

**Generating function**

Collect all weights in G(θ) = Σ_p W_p e^(ipθ). From (2), with p = k − m,

G(θ) = Σ_m Σ_k P_m e^(iθ(k−m)) ⟨m|D(g)|k⟩⟨k|D†(g)|m⟩.

The factor e^(−iθm) comes from e^(−iθN) acting on ⟨m|, and e^(iθk) from e^(iθN) acting on |k⟩. The sum over k is then a completeness relation. With ρ the thermal density operator,

G(θ) = Tr[ρ e^(−iθN) D(g) e^(iθN) D(−g)].  (7)

Since e^(−iθN)a†e^(iθN) = e^(−iθ)a† and e^(−iθN)a e^(iθN) = e^(iθ)a, the first three operators after ρ combine into D(α) with α = ge^(−iθ).

To multiply two displacements, let A and B be operators whose commutator C = [A, B] is a number, and let F(s) = e^(sA)e^(sB). Then

F′(s) = (A + e^(sA)Be^(−sA))F(s) = (A + B + sC)F(s).

Because C is a number, this integrates to F(s) = exp[s(A+B) + s²C/2], and s = 1 gives

e^A e^B = e^(A+B) e^(C/2).  (8)

For A = αa† − α*a and B = βa† − β*a the commutator is C = αβ* − α*β. With β = −g,

C/2 = g²(e^(iθ) − e^(−iθ))/2 = iS sin θ.

Therefore

G(θ) = e^(iS sin θ) ⟨D(γ)⟩,  γ = g(e^(−iθ) − 1),  |γ|² = 2S(1 − cos θ),  (9)

where the angle brackets denote the thermal average.

**Thermal average of a displacement**

Apply (8) with A = γa† and B = −γ*a, for which C = |γ|². This gives

D(γ) = e^(−|γ|²/2) e^(γa†) e^(−γ*a).  (10)

Write x = |γ|². Acting on |m⟩, the term of order j in e^(−γ*a) gives (−γ*)^j/j! × √(m!/(m−j)!) |m−j⟩. The factor e^(γa†), acting to the left on ⟨m|, gives the matching term with γ^j. Hence

⟨m|D(γ)|m⟩ = e^(−x/2) Σ_(j=0..m) [m!/(j!(m−j)!)] (−x)^j/j!.  (11)

The sum is the Laguerre polynomial L_m(x). For the thermal average, sum over m first. Differentiating the geometric series j times and multiplying by q^j/j! gives

Σ_(m≥j) [m!/(j!(m−j)!)] q^m = q^j/(1−q)^(j+1).

The factor 1−q in P_m cancels one power of the denominator, and q/(1−q) = n. Thus

⟨D(γ)⟩ = e^(−x/2) Σ_j (−xn)^j/j! = exp[−|γ|²(n + ½)].  (12)

The order of summation may be changed because the same double sum with −x replaced by +x converges, to e^(xn).

**The Bessel weight**

Inserting (12) in (9) gives

ln G = −S(2n+1)(1 − cos θ) + iS sin θ.

The identity (2n+1)cos θ + i sin θ = (n+1)e^(iθ) + ne^(−iθ) turns this into

G(θ) = e^(−S(2n+1)) exp[S(n+1)e^(iθ)] exp[Sne^(−iθ)].  (13)

Expand both exponentials. A term with k factors of e^(−iθ) contributes to e^(ipθ) if it has p+k factors of e^(iθ). For p ≥ 0,

W_p = e^(−S(2n+1)) Σ_(k≥0) [S(n+1)]^(p+k) (Sn)^k/[(p+k)! k!].  (14)

This is the distribution of the difference between two independent Poisson numbers with means S(n+1) and Sn. The identity is one of counting. It does not say that capture proceeds through p+k separate emissions and k separate absorptions.

Now let z = 2S√(n(n+1)). Then

[S(n+1)]^(p+k)(Sn)^k = ((n+1)/n)^(p/2) (z/2)^(p+2k).

The series for the modified Bessel function is I_p(z) = Σ_k (z/2)^(p+2k)/[k!(p+k)!]. Using (3) for negative p, we obtain for every integer p

W_p = e^(−S(2n+1)) ((n+1)/n)^(p/2) I_|p|(2S√(n(n+1))).  (15)

This has the form (4).

Setting θ = 0 in (13) gives Σ_p W_p = 1. The first two derivatives of ln G with respect to iθ at θ = 0 give the mean and the variance:

mean = S(n+1) − Sn = S,  variance = S(n+1) + Sn = S(2n+1).  (16)

Heating broadens the distribution and leaves its mean in place. If several independent modes share the same frequency, their generating functions multiply. The exponents in (13) add, so (15) holds with S equal to the sum of the separate Huang–Rhys factors.

**Cold limit**

As T → 0 the prefactor ((n+1)/n)^(p/2) diverges for p > 0 while I_p(z) vanishes, so the limit is best taken in (14). The k = 0 term survives:

W_p → e^(−S)S^p/p! for p ≥ 0,  W_p → 0 for p < 0.  (17)

The second statement follows from (3), since q → 0. A lattice in its lowest level has no quanta to give up.

For the first correction, keep k = 0 and k = 1 in (14) and divide by (17):

W_p(T)/W_p(0) = e^(−2Sn)(1+n)^p [1 + S²n(n+1)/(p+1) + …]
= 1 + n[p − 2S + S²/(p+1)] + O(n²).  (18)

The expansion is controlled when 2Sn, pn and S²n/(p+1) are all small. The sign of the bracket decides whether gentle heating raises or lowers the weight. At p = S it equals −S/(S+1), so the weight near the centre of the distribution falls, as the broadening in (16) suggests.

**Hot limit and the crossing barrier**

Let t = kT/ħω be large. Then n + ½ ≈ t and

z = 2S√((n+½)² − ¼) ≈ S(2n+1) − S/(4t),  ((n+1)/n)^(p/2) = e^(p/(2t)).

Write exp(z cos φ) = exp[(z/2)e^(iφ)] exp[(z/2)e^(−iφ)] and expand both exponentials. Counting powers as in (14), the coefficient of e^(ipφ) is Σ_k (z/2)^(p+2k)/[k!(p+k)!] = I_p(z). Hence I_p(z) is the Fourier coefficient of exp(z cos φ):

I_p(z) = (1/2π)∫ e^(z cos φ) cos(pφ) dφ, over −π to π.

For large z at fixed p, small φ dominates. Replacing cos φ by 1 − φ²/2 in the exponent and extending the limits gives a Gaussian integral,

I_p(z) ≈ e^z (2πz)^(−1/2) e^(−p²/(2z)).

In the last two factors z may be replaced by 2St. Multiplying all parts of (15), the exponent becomes −[S/4 − p/2 + p²/(4S)]/t, which is a perfect square:

W_p ≈ (4πSkT/ħω)^(−1/2) exp(−E_b/kT),  E_b = ħω(p−S)²/(4S).  (19)

The quartic term of cos φ, dropped here, would multiply I_p(z) by about 1 + 1/(8z) and so add 1/(16St) to the exponent. Equation (19) therefore gives the barrier reliably only when (p−S)² is much larger than ¼.

E_b has a direct meaning. The potentials ½ω²Q² and ½ω²(Q−ΔQ)² − pħω are equal at Q_c = (S−p)ħω/(ω²ΔQ). With ω²ΔQ² = 2Sħω, the height ½ω²Q_c² is E_b. E_b is thus the classical barrier at the crossing of the two wells. If 2E_b is well above ħω, (19) also locates the maximum of the weight: in the hot regime the weight rises with temperature until kT ≈ 2E_b, and beyond that the prefactor makes it fall.

At any temperature an apparent activation energy can be defined as E_a = −d ln W_p/d(1/kT). In (2) the temperature enters through P_m alone, and −d ln P_m/d(1/kT) = mħω − nħω. Therefore

E_a = ħω(⟨m⟩_p − n),  (20)

where ⟨m⟩_p is the mean initial level weighted by each level's contribution to W_p. In the hot limit (19) gives E_a = E_b − kT/2, the second term coming from the T^(−1/2) prefactor.

**A coupling linear in the coordinate**

Let the electronic coupling be V₀ + V₁x, with x = a + a† measured from the initial minimum. The two number operators differ by

b†b − a†a = (a† − g)(a − g) − a†a = S − gx.

Take this between ⟨k̃| and |m⟩. The left side gives (k−m)⟨k̃|m⟩ = p⟨k̃|m⟩, so

⟨k̃|x|m⟩ = [(S−p)/√S] ⟨k̃|m⟩.  (21)

The factor does not depend on m. In (5), |V|² is therefore replaced by |V₀ + V₁(S−p)/√S|² at every temperature. In units of x the crossing point Q_c is (S−p)/√S, so this is the coupling evaluated at the crossing. For V₀ = 0 the weight is multiplied by (p−S)²/S, and it vanishes at p = S. These statements rest on equal frequencies and harmonic wells.

**Worked example: a deep trap in a hot transistor**

Take round parameters in the regime of a deep, neutral electron trap in a wide-gap power transistor: ħω = 0.040 eV, S = 10 and ΔE = 0.80 eV, so p = 20. The relaxation energy Sħω is 0.40 eV and ΔQ is 1.45 amu^(1/2) Å. From (19), E_b = 0.040 × 10²/40 = 0.100 eV.

At 300 K, kT = 0.02585 eV and ħω/kT = 1.547, so n = 0.2704. The Bessel argument is z = 20√(0.2704 × 1.2704) = 11.72, and (15) gives

W_20 = (2.035×10⁻⁷)(5.245×10⁶)(4.560×10⁻³) = 4.87×10⁻³.

The factors are, in order, the exponential, the power and the Bessel function. At 425 K, a hot working temperature, n = 0.5049 and z = 17.43, so

W_20 = (1.871×10⁻⁹)(5.538×10⁴)(76.50) = 7.92×10⁻³.

The Bessel function now exceeds one, which shows that it cannot be read as a probability by itself.

As an independent test, both wells were diagonalized on a coordinate grid and the squared overlaps summed as in (2). For p from −8 to 35 at both temperatures, the largest absolute difference from (15) was 5×10⁻¹⁵.

The Poisson value at 0 K is 1.87×10⁻³. Heating raises it by a factor 2.61 at 300 K and 4.25 at 425 K. The linear formula (18) has the bracket 20 − 20 + 100/21 = 4.76 and would give 2.29 and 3.40. It is outside its controlled range, since 2Sn is already 5.4 at 300 K.

Excited initial levels account for the rise. At 300 K the lowest level supplies 30% of W_20, and at 425 K 16%. The weighted mean level at 300 K is 1.164, so (20) gives E_a = 0.040(1.164 − 0.270) = 0.036 eV. At 425 K it is 0.050 eV. The classical values E_b − kT/2 are 0.087 and 0.082 eV. A slope measured over this range would thus underestimate the crossing barrier in this model. The classical weight (19) is also too small: W_20 exceeds it by a factor 2.10 at 300 K and 1.30 at 425 K. The condition kT ≫ ħω is not met at either temperature.

From 300 to 425 K the weight grows by a factor 1.63. For carriers of one fixed energy, the capture rate grows by the same factor if V, ΔE, ω and S are held fixed and each line is replaced by 1/(ħω) as above. The thermal spread of carrier energies, which widens on heating, makes the growth somewhat smaller in this example.

**How far the model can be trusted for these numbers**

Deep traps in wide-gap semiconductors have, as a rough guide, phonon energies of some tens of meV and Huang–Rhys factors from a few to a few tens, so the chosen values are not extreme. Real wells, however, are neither strictly harmonic nor of equal frequency, and p = 20 lies in the tail of the distribution, 2.5 standard deviations above the mean of 10 at 300 K. The weight there is sensitive to the shape of the wells. The factors below apply at 300 K. Where lines no longer coincide, both weights compared were smoothed with a Gaussian of standard deviation 0.020 eV; smoothing alone changes W_20 by a factor 1.04. The factors depend somewhat on this width: doubling it to 0.040 eV turns the values 0.28, 2.4 and 6.9 given below into 0.31, 2.2 and 6.4.

With ΔQ and ΔE fixed, a final frequency 5% lower multiplies the weight by 0.28, and one 5% higher by 2.4. A final Morse well of depth 4.0 eV, with the same ΔQ, ΔE and curvature at its minimum, has a larger effect. If the initial minimum lies on its steep side the factor is 6.9. If it lies on the soft side the factor prints as 0.000, so it is below 0.0005: capture through this mode is practically shut off. For this example, anharmonicity can thus decide whether (15) is useful at all.

Three other changes are milder. Two phonon energies, 0.032 and 0.048 eV, sharing the same total relaxation energy equally, raise the smoothed weight by less than 2% for smoothing widths from 0.020 to 0.040 eV (0.7% at 0.020 eV). For narrower smoothing the single-mode lines are partly resolved, and the ratio then mostly reflects that line structure. Averaging over the thermal energies of dilute carriers in a parabolic band gives a factor 0.62, because a carrier with kinetic energy has more energy to pass to the lattice. If ΔE were smaller by one quantum, the weight would be 1.69 times as large; a level that shifts with temperature therefore alters the factor 1.63 found above.

A purely linear coupling with V₁ equal in size to the constant V₀ it replaces multiplies the contribution of the line p = 20 by (20−10)²/10 = 10. By (21) this changes the magnitude of that contribution but not its temperature ratio. With broadened lines or a spread of carrier energies, other values of p enter with other factors, and both statements become approximate. These factors were found one at a time and need not multiply when the effects act together. Charged traps, degenerate carriers and strong electric fields need further physics in the electronic part of the rate. Degenerate carriers, and carriers heated by a field, also change the energy passed to the lattice and with it the vibrational weight. The numerical output below lists the values used here, with smoothed factors given for the width 0.020 eV.

Computed results

```
phonon energy: 0.040 eV
Huang-Rhys factor S: 10.0
capture energy: 0.80 eV, net quanta p: 20
relaxation energy S*hbar*omega: 0.400 eV
displacement of the wells: 1.446 amu^(1/2) angstrom
classical crossing barrier: 0.1000 eV
Poisson weight W_p at 0 K: 1.8661e-03
--- temperature 300 K, kT = 0.02585 eV
mean quantum number n: 0.27037
Poisson means S(n+1), S*n: 12.7037, 2.7037
Bessel argument: 11.7213
Bessel function I_p: 4.5596e-03
factor exp(-S(2n+1)): 2.0354e-07
factor ((n+1)/n)^(p/2): 5.2445e+06
weight W_p: 4.8671e-03
same weight from grid: 4.8671e-03
ratio to 0 K: 2.608
classical weight: 2.3187e-03, W_p/classical: 2.099
share of W_p from initial level 0: 0.302
transition-weighted mean initial level: 1.1638
apparent activation energy: 0.0357 eV
classical activation energy: 0.0871 eV
--- temperature 425 K, kT = 0.03662 eV
mean quantum number n: 0.50485
Poisson means S(n+1), S*n: 15.0485, 5.0485
Bessel argument: 17.4324
Bessel function I_p: 7.6495e+01
factor exp(-S(2n+1)): 1.8707e-09
factor ((n+1)/n)^(p/2): 5.5376e+04
weight W_p: 7.9242e-03
same weight from grid: 7.9242e-03
ratio to 0 K: 4.246
classical weight: 6.0773e-03, W_p/classical: 1.304
share of W_p from initial level 0: 0.156
transition-weighted mean initial level: 1.7569
apparent activation energy: 0.0501 eV
classical activation energy: 0.0817 eV
--- W_p ratio, 425 K to 300 K: 1.628
largest grid-formula difference in W: 5.2e-15
--- neglected effects at 300 K (factor on the weight)
linear coupling, factor (p-S)^2/S: 10.000
smoothing width: 0.020 eV; smoothing alone: 1.043
Morse depth: 4.0 eV
final frequency 5% lower: 0.283 (relaxation 0.361 eV)
final frequency 5% higher: 2.364 (relaxation 0.441 eV)
Morse well, start on soft side: 0.000 (relaxation 0.294 eV)
Morse well, start on hard side: 6.888 (relaxation 0.553 eV)
two phonon energies 0.032 and 0.048 eV: 1.007
thermal spread of carrier energy: 0.621
capture energy lower by one quantum: 1.695
```
